# Griffith-type breakdown from a conducting slit in a dielectric, part 1

(Sections cited here and not found follow in the second part.)

## 1. Energy release by an isolated conducting slit

An insulating film between two metal levels may contain a seam that has filled with metal, or a sheet of damaged material that conducts. If this sheet lies along the applied field, charge runs to its edges and the field there becomes large. For an ideally sharp edge the calculated field is infinite at any applied voltage, however small. A comparison of the local field with a fixed strength would then predict failure at once. An energy balance asks a different question: when the conducting sheet grows a little longer, does the electrical system give up enough energy to pay for the new conducting area?

**The model.** The sheet is a flat slit of negligible thickness. It occupies $-a<x<a$ on the line $y=0$ and extends a long way in the third direction, so that the problem is two-dimensional. All charges and energies below are per unit depth in that direction, unless stated otherwise. The surrounding dielectric is linear, uniform and free of space charge, with absolute permittivity $\varepsilon$. Far away the field has the value $E$ and points along $+x$. It is maintained by distant electrodes held at fixed potentials. The slit is an equipotential and carries no net charge.

### Potential and field

Outside the slit the potential $\phi$ obeys Laplace's equation. Its far form is $-Ex$, because the field is $-\nabla\phi$. The problem is odd in $x$ and the slit is neutral, so its potential may be set to zero. With $z=x+iy$, these conditions are met by

$$
\phi=\operatorname{Re}w,\qquad w(z)=-E\sqrt{z^2-a^2}. \tag{1}
$$

The root is the branch that tends to $z$ at large $|z|$, with its cut along the slit. Each requirement can be checked:

- The real part of an analytic function is harmonic, and $w$ is analytic away from the cut.
- At large $|z|$, $w\to-Ez$, so $\phi\to-Ex$.
- On the upper and lower faces the root equals $+i\sqrt{a^2-x^2}$ and $-i\sqrt{a^2-x^2}$. Its real part vanishes on both, so $\phi=0$.
- The large-$|z|$ expansion of $w$ has no logarithm, so the net charge is zero.

For an analytic function $w=\phi+i\psi$, the Cauchy–Riemann equations give $dw/dz=\partial_x\phi-i\,\partial_y\phi$. The field components therefore follow from

$$
E_x-iE_y=-\frac{dw}{dz}=\frac{Ez}{\sqrt{z^2-a^2}}. \tag{2}
$$

On the axis beyond the right-hand tip, put $x=a+r$. Then $x^2-a^2=2ar+r^2$, and for $r\ll a$

$$
E_x=\frac{Ex}{\sqrt{x^2-a^2}}\simeq\frac{c}{\sqrt r},\qquad c=E\sqrt{\frac a2}. \tag{3}
$$

The field diverges at the tip, but its energy density varies as $1/r$. Multiplied by the area element $r\,dr\,d\theta$, this gives a finite energy near the tip. The energy balance therefore remains meaningful where the peak field does not.

### Charge and dipole moment

On the upper face, equation (2) becomes

$$
E_x-iE_y=\frac{Ex}{i\sqrt{a^2-x^2}}=-i\,\frac{Ex}{\sqrt{a^2-x^2}},
$$

so $E_x=0$ and $E_y=Ex/\sqrt{a^2-x^2}$. On the lower face $E_y$ has the opposite sign. The outward normal is reversed there as well, so both faces carry the same charge density. Adding them gives

$$
\lambda(x)=\frac{2\varepsilon Ex}{\sqrt{a^2-x^2}}. \tag{4}
$$

The charge is positive on the right, as it should be for a field that points to the right. Its dipole moment follows with $x=a\sin\theta$, for which $dx/\sqrt{a^2-x^2}=d\theta$:

$$
p=\int_{-a}^{a}x\lambda\,dx
=2\varepsilon Ea^2\int_{-\pi/2}^{\pi/2}\sin^2\theta\,d\theta
=\pi\varepsilon a^2E. \tag{5}
$$

### The released energy

Begin with the uniform field and no slit. Build up the charge $\eta\lambda(x)$ slowly on the line $y=0$, with $\eta$ rising from 0 to 1. The full charge $\lambda$ produces the potential $+Ex$ on the line, since it must cancel the applied potential $-Ex$. The equations are linear, so at stage $\eta$ the potential on the line is

$$
\phi_\eta(x)=-(1-\eta)Ex. \tag{6}
$$

An external agent that adds the charge $\lambda\,d\eta$ does the work $d\eta\int\lambda\phi_\eta\,dx=-(1-\eta)pE\,d\eta$. The total is

$$
-pE\int_0^1(1-\eta)\,d\eta=-\frac{pE}{2}.
$$

The negative sign means that the agent receives energy. At the end the line is an equipotential. It can be replaced by a conductor of zero thickness without any change in the field, and hence without further electrical work. The energy released by inserting the slit is therefore

$$
W(a)=\frac{pE}{2}=\frac{\pi\varepsilon a^2E^2}{2}. \tag{7}
$$

When $a$ increases by $da$, both tips advance by $da$. The new sheet has area $2\,da$ per unit depth, so the release per unit new area is

$$
\boxed{G=\frac12\frac{dW}{da}=\frac{\pi\varepsilon aE^2}{2}.} \tag{8}
$$

The quantity $\pi\varepsilon aE^2/2$ is thus an energy release **rate** at each tip: energy per unit advance and unit depth, with the unit $\mathrm{J/m^2}$. It is not the energy stored at a tip. The total energy per unit depth is equation (7), which has the unit $\mathrm{J/m}$.

The charge distribution was also computed without equation (4). The slit was divided into short panels, and the panel charges were found from the condition that they cancel the applied potential. For $\varepsilon=E=a=1$ the resulting value of $pE/2$ is 1.5708, and the release rate found by changing the length is 1.5708 per tip. Both agree with $\pi/2=1.5708$. This tests the charge and the dipole; the energy balance itself is tested in the second half through the field energy in a gap.

### A slit attached to an electrode

The solution (1) has $\phi=0$ on the whole plane $x=0$: there $z=iy$, and the root is purely imaginary. A metal plate can be placed on this plane without changing the field on its right. The right half of the slit is then a conducting seam of length $a$ standing on an electrode. Half of the field region remains, and by symmetry half of the release:

$$
W_1(a)=\frac{\pi\varepsilon a^2E^2}{4},\qquad
\frac{dW_1}{da}=\frac{\pi\varepsilon aE^2}{2}. \tag{9}
$$

There is now one tip, and its release rate is again $G$. The length $a$ therefore denotes half of an isolated slit, but the whole of an attached seam.

The direction of the sheet matters. A field component normal to a sheet of zero thickness gives a potential that is constant along the sheet. The equipotential condition is already satisfied. The two faces take equal and opposite charges, but at zero thickness these have no dipole moment, and no energy is released. For an isolated sheet inclined at an angle $\theta$ to the field and growing in its own plane, $E$ in equation (8) is replaced by its component $E\cos\theta$ along the sheet. This rule does not carry over to an inclined seam attached to an electrode, because its mirror image in the plate is not its straight continuation.

### What "released" means

Let the two electrodes have capacitance $C(a)$ per unit depth and voltage $V$. The field energy is $U=CV^2/2$. If $V$ is fixed while the attached seam grows, the field energy changes by $V^2dC/2$. The charge drawn from the source is $V\,dC$, so the source supplies $V^2dC$. The difference is available for growth:

$$
G\,da=V^2dC-\frac12V^2dC=\frac12V^2dC. \tag{10}
$$

The field energy thus rises while energy is released, because the source provides twice the rise. If the electrodes are disconnected and their charge $Q$ is fixed, then $U=Q^2/(2C)$ and

$$
-dU=\frac{Q^2}{2C^2}\,dC=\frac12V^2dC. \tag{11}
$$

In this case the field itself loses the same amount. At a given instant $G$ does not depend on which quantity is held. Its later course does, since at fixed charge the voltage falls as the seam grows.

### The release rate from the tip field

It is useful to know $G$ when only the field close to a tip is known. Suppose that the field ahead of the tip is $c/\sqrt r$, with $c$ now set by any geometry. The tip potential is zero, so at a distance $s$ ahead

$$
\phi(s)=-\int_0^s\frac{c\,dr}{\sqrt r}=-2c\sqrt s. \tag{12}
$$

Let the conductor advance by a short length $\delta$. A point of the new piece at $s$ lies a distance $u=\delta-s$ behind the new tip. To find the charge there, put $x=a-u$ with $u\ll a$ in equation (4):

$$
\lambda\simeq\frac{2\varepsilon Ea}{\sqrt{2au}}
=\frac{2\varepsilon c}{\sqrt u}. \tag{13}
$$

The last form contains the coefficient $c$ alone. It holds for other geometries too, because the leading local solution with zero potential on the cut is $w=-2c\sqrt{z-a}$ in each case.

As in equation (6), charging the new piece brings its potential linearly from $-2c\sqrt s$ to zero. Charge also moves on the old conductor, but the potential there is zero and this costs no work. The mean potential during charging supplies a factor $1/2$, so

$$
G\delta=\frac12\int_0^\delta\frac{2\varepsilon c}{\sqrt{\delta-s}}\,2c\sqrt s\,ds
=2\varepsilon c^2\int_0^\delta\sqrt{\frac{s}{\delta-s}}\,ds.
$$

With $s=\delta\sin^2\theta$, the integral becomes $2\delta\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi\delta/2$. Hence

$$
G=\pi\varepsilon c^2. \tag{14}
$$

For the isolated slit $c^2=aE^2/2$, and equation (14) returns equation (8).

### The breakdown field

Let the creation of conducting sheet cost a constant energy $\Gamma$ per unit area. This cost includes the chemical damage and whatever else is dissipated as the tip passes. For an attached seam in a fixed remote field, the energy relative to the intact dielectric is

$$
F(a)=\Gamma a-\frac{\pi\varepsilon a^2E^2}{4}. \tag{15}
$$

Its derivative is $\Gamma-G$. It vanishes at

$$
a_c=\frac{2\Gamma}{\pi\varepsilon E^2}. \tag{16}
$$

The second derivative of $F$ is negative, so $a_c$ is a maximum. A shorter seam would need a net supply of energy to grow. A longer seam releases more than it consumes, and the surplus increases with length. Solving $G=\Gamma$ for the field at a given length gives

$$
\boxed{E_b=\sqrt{\frac{2\Gamma}{\pi\varepsilon a}}.} \tag{17}
$$

At constant $\Gamma$ and $\varepsilon$, $E_b$ is proportional to $a^{-1/2}$: a seam four times as long needs half the field. The exponent comes from the linear growth of $G$ with $a$, which in turn comes from the quadratic growth of the disturbed area around the slit.

The energy still missing at a length $a<a_c$ follows from equation (15). Using $\pi\varepsilon E^2/4=\Gamma/(2a_c)$,

$$
F(a_c)-F(a)=\frac{\Gamma a_c}{2}-\Gamma a+\frac{\Gamma a^2}{2a_c}
=\frac{\Gamma(a_c-a)^2}{2a_c}. \tag{18}
$$

This is an energy per unit depth. For simultaneous growth along the whole edge, the barrier is proportional to the depth of the sheet.

The condition $G\ge\Gamma$ is necessary for growth if $\Gamma$ contains all costs and no other energy source acts. It does not show that a microscopic process exists which converts the material quickly enough. The derivation contains no time and no reaction rate. Equation (17) is therefore the lowest field at which the seam can grow in a ramp to breakdown, under these assumptions. It is not an acceleration law for the lifetime at a lower field.

## 2. Finite gap, shape and a worked example

The first half considered a conducting sheet parallel to a field $E$ in a dielectric of permittivity $\varepsilon$. The length $a$ is half of an isolated slit, or the whole of a seam attached to an electrode. The release rate per tip is $G=\pi\varepsilon aE^2/2$. With a constant cost $\Gamma$ per new area, the breakdown field is $E_b=\sqrt{2\Gamma/(\pi\varepsilon a)}$. If the field ahead of a tip is $c/\sqrt r$, then $G=\pi\varepsilon c^2$. A neutral conductor with induced dipole $p$ releases $pE/2$ when it is inserted.

### A seam in a gap of finite width

Let plates stand at $x=0$ and $x=d$, with voltage $V$ between them, and let the seam of length $a$ stand on the first plate. From here on $E=V/d$, the field far to the side of the seam. With $k=\pi/(2d)$, the field is

$$
E_x-iE_y=\frac{E\sin kz}{\sqrt{\sin^2kz-\sin^2ka}}. \tag{19}
$$

The root tends to $\sin kz$ far from the seam, and its cut is the seam. The boundary conditions hold for these reasons:

- On the seam the radicand is negative and the right side is imaginary, so $E_x=0$.
- On $x=0$, $\sin kz=i\sinh ky$. Numerator and root are both imaginary, their ratio is real, and $E_y=0$.
- On $x=d$, $\sin kz=\cosh ky$. The ratio is real, and again $E_y=0$.
- For $y\to\pm\infty$ the ratio tends to 1, and the field tends to $E$.

The voltage across the remaining dielectric must also be $V$. With $u=\cos kx$ and $q=\cos ka$, the radicand on the axis is $q^2-u^2$, and

$$
\int_a^dE_x\,dx=\frac Ek\int_0^q\frac{du}{\sqrt{q^2-u^2}}
=\frac Ek\,\frac\pi2=Ed=V. \tag{20}
$$

Close to the tip, $\sin^2k(a+r)-\sin^2ka\simeq2kr\sin ka\cos ka$. Equation (19) then gives

$$
E_x\simeq E\sqrt{\frac{\tan ka}{2kr}},\qquad
c^2=\frac{E^2\tan ka}{2k}=\frac{E^2d}{\pi}\tan\frac{\pi a}{2d}.
$$

Inserting this in equation (14) yields

$$
G=\varepsilon E^2d\tan\frac{\pi a}{2d},\qquad
E_b=\sqrt{\frac{\Gamma}{\varepsilon d\tan(\pi a/2d)}}. \tag{21}
$$

For $a\ll d$ the tangent equals its argument, and equations (8) and (17) return. As $a\to d$, the whole voltage falls across a vanishing ligament and $G$ diverges.

The power law is altered by the gap. With $v=\pi a/(2d)$,

$$
\frac{d\ln E_b}{d\ln a}=-\frac12\,\frac{v}{\sin v\cos v}
=-\frac12\,\frac{\pi a/d}{\sin(\pi a/d)}. \tag{22}
$$

Here $d$, $\varepsilon$ and $\Gamma$ are held fixed. The exponent is $-1/2$ for a short seam and becomes more negative as the seam approaches the other plate.

Laplace's equation was also solved in this gap on two grids, one twice as fine as the other. The field energy was summed directly on each, and its change was extrapolated to remove the first-order error from the tip. In units $\varepsilon=E=d=1$, lengthening the seam from 0.35 to 0.45 at fixed voltage raises the field energy by 0.07288. By equation (10) this rise equals the released energy. Integration of equation (21) gives 0.07288, whereas the isolated-slit formula gives 0.06283. The comparison tests both the energy balance and the effect of the second plate.

The energy balance has given the release rate and breakdown field for a thin conducting seam, both in an extended dielectric and in a gap of finite width. What remains is to treat finite thickness and filaments, and to apply the result to an interlayer dielectric and examine what it neglects.
